# Strain pseudo-vector potential in graphene and its opposite valley signs

## 1. Definitions and conventions

The model is a honeycomb lattice with one orbital per site and real nearest-neighbour hoppings. The bond length is \(a\), and the vectors from an A site to its three B neighbours are

\[
\delta_1=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\delta_2=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\delta_3=a(0,1).
\]

The Hamiltonian is

\[
H=-\sum_{r\in A}\sum_{n=1}^{3}t_n\left(a_r^\dagger b_{r+\delta_n}+\text{h.c.}\right),\qquad t_n=t+\delta t_n,
\]

with \(t>0\) and \(|\delta t_n|\ll t\). The valleys are labelled by \(\xi=\pm1\) and lie at

\[
K_\xi=\xi K,\qquad K=\left(\frac{4\pi}{3\sqrt3\,a},0\right).
\]

A wavevector near a valley is written \(k=K_\xi+q\). Positions and wavevectors are material ones: each atom keeps the coordinates it had before deformation. Section 5 gives the conversion to laboratory wavevectors. The electron charge is \(-e\), with \(e>0\). Spin, further neighbours, electron interactions and on-site energy differences are left out.

The result, to first order in \(q\) and \(\delta t_n\) and in the basis (A, B), is

\[
H_\xi=\hbar v\left[\xi(q_x+\xi\mathcal A_x)\sigma_x+(q_y+\xi\mathcal A_y)\sigma_y\right],\qquad \hbar v=\tfrac32ta,
\]

\[
\hbar v\,\mathcal A_x=\frac{\delta t_1+\delta t_2}{2}-\delta t_3,\qquad
\hbar v\,\mathcal A_y=\frac{\sqrt3}{2}(\delta t_1-\delta t_2).
\]

The vector \(\mathcal A\), an inverse length, is common to both valleys. It enters as \(q+\xi\mathcal A\), so the shift has opposite signs in the two valleys.

## 2. Derivation for uniform hoppings

Take Bloch amplitudes \(c_Ae^{ik\cdot r}\) on A sites and \(c_Be^{ik\cdot r'}\) on B sites. The neighbour at \(r'=r+\delta_n\) contributes a relative phase \(e^{ik\cdot\delta_n}\), so

\[
Ec_A=f(k)c_B,\qquad Ec_B=f(k)^*c_A,\qquad
f(k)=-\sum_n t_ne^{ik\cdot\delta_n}.
\]

The energies are \(E=\pm|f|\), and the bands touch where \(f=0\). Since the upper right element of \(\sigma_y\) is \(-i\), the matrix is \(\mathrm{Re}f\,\sigma_x-\mathrm{Im}f\,\sigma_y\).

**Phases at the valley point.** From \(K_\xi\cdot\delta_1=2\pi\xi/3\), \(K_\xi\cdot\delta_2=-2\pi\xi/3\) and \(K_\xi\cdot\delta_3=0\), the three phase factors are \(\omega,\omega^*,1\), with

\[
\omega=e^{2\pi i\xi/3}=-\tfrac12+i\xi\tfrac{\sqrt3}{2},\qquad
\omega+\omega^*=-1,\qquad \omega-\omega^*=i\xi\sqrt3 .
\]

They add to zero, so with equal hoppings the node lies at \(K_\xi\).

**First-order expansion.** Insert \(e^{iq\cdot\delta_n}\simeq1+iq\cdot\delta_n\) and \(t_n=t+\delta t_n\):

\[
f\simeq-it\sum_ne^{iK_\xi\cdot\delta_n}\,q\cdot\delta_n-\sum_n\delta t_n\,e^{iK_\xi\cdot\delta_n}.
\]

The terms dropped are of order \(ta^2q^2\) and \(\delta t\,aq\). The first sum is

\[
\begin{aligned}
\sum_ne^{iK_\xi\cdot\delta_n}q\cdot\delta_n
&=a\left[\tfrac{\sqrt3}{2}q_x(\omega-\omega^*)-\tfrac12q_y(\omega+\omega^*)+q_y\right]\\
&=\tfrac32a\,(i\xi q_x+q_y).
\end{aligned}
\]

Multiplication by \(-it\) gives \(\hbar v(\xi q_x-iq_y)\). Here the real part changes sign between valleys and the imaginary part does not.

The hopping term is

\[
\begin{aligned}
-(\delta t_1\omega+\delta t_2\omega^*+\delta t_3)
&=\frac{\delta t_1+\delta t_2}{2}-\delta t_3-i\xi\frac{\sqrt3}{2}(\delta t_1-\delta t_2)\\
&=\hbar v(\mathcal A_x-i\xi\mathcal A_y).
\end{aligned}
\]

Here it is the imaginary part that changes sign. Adding the two terms and using \(\xi^2=1\) to write \(\mathcal A_x=\xi(\xi\mathcal A_x)\),

\[
f\simeq\hbar v\left[\xi(q_x+\xi\mathcal A_x)-i(q_y+\xi\mathcal A_y)\right].
\]

Reading off \(\mathrm{Re}f\) and \(-\mathrm{Im}f\) gives the Hamiltonian of Section 1. Both components of \(q\) are shifted with the same factor \(\xi\), although the two components of \(f\) behave differently under exchange of valleys.

**Compact form.** The weighted bond sum is

\[
\sum_n\delta t_n\frac{\delta_n}{a}=\left(\tfrac{\sqrt3}{2}(\delta t_1-\delta t_2),\ \delta t_3-\tfrac12(\delta t_1+\delta t_2)\right).
\]

Because \(\hat z\times(X,Y)=(-Y,X)\),

\[
\hbar v\,\mathcal A=\hat z\times\sum_n\delta t_n\frac{\delta_n}{a}.
\]

A common change of all three hoppings drops out, since the bond vectors add to zero. The choice of reference \(t\) therefore affects \(\mathcal A\) only through \(\hbar v\), which is a second-order effect.

In an implementation, the safe quantity to compare between conventions is the node displacement. Reversing all bond vectors turns \(f\) into \(f^*\) and leaves its zeros in place: the component formulas for \(\mathcal A\) then stand, but the cross-product form acquires a minus sign. The \(\sigma_y\) term of \(H_\xi\) also changes sign, which exchanges A and B in the zero-level rules of Section 6. Exchanging the names of the valleys reverses \(\mathcal A\).

## 3. Why the signs are opposite

The node is where \(q+\xi\mathcal A=0\), so its displacement is

\[
q_D=-\xi\mathcal A .
\]

The opposite signs do not rest on the expansion. For any real \(t_n\),

\[
f(-k)=-\sum_nt_ne^{-ik\cdot\delta_n}=f(k)^*,
\]

so a zero at \(k\) implies one at \(-k\). This is time-reversal symmetry, which exchanges the valleys.

A real vector potential \(A\) behaves differently. It multiplies each hopping by \(e^{ieA\cdot\delta_n/\hbar}\), which replaces \(f(k)\) by \(f(k+eA/\hbar)\). Both nodes then move by the same vector \(-eA/\hbar\). With both effects present, the combination at first order is \(q+eA/\hbar+\xi\mathcal A\). Strain thus acts like a vector potential \(\xi\hbar\mathcal A/e\), whose sign depends on the valley.

**A case solvable beyond first order.** Let \(t_1=t_2=t\) and \(t_3=t(1+\eta)\). On the line \(k_y=0\), the node condition is

\[
2\cos\left(\tfrac{\sqrt3}{2}ak_x\right)+1+\eta=0 .
\]

Near \(K\) put \(k_x=K_x+q_x\) and \(s=\sqrt3aq_x/2\). Since \(\cos(2\pi/3+s)\simeq-\tfrac12-\tfrac{\sqrt3}{2}s+\tfrac14s^2\), the condition becomes

\[
\tfrac{\sqrt3}{2}s-\tfrac14s^2=\tfrac{\eta}{2}
\quad\Rightarrow\quad
q_x\simeq\frac{2\eta}{3a}\left(1+\frac{\eta}{6}\right).
\]

The leading term equals \(\delta t_3/\hbar v=-\mathcal A_x\), as it should. The factor in brackets shows the size of the first correction.

The vector potential picture fails for large anisotropy. At \(t_3=2t\) the two solutions reach \(k_x=\pm2\pi/(\sqrt3a)\). These points differ by a reciprocal lattice vector, so the nodes have merged. For \(t_3>2t\) the sum of the other two terms can no longer cancel the third, and a gap opens.

## 4. Worked example with three unequal hoppings

The parameters are round model values: \(t=3\) eV and \(a=0.14\) nm, so \(\hbar v=1.5\times3\times0.14=0.630\) eV nm. The hoppings are \(2.97\), \(2.94\) and \(3.09\) eV, hence \(\delta t_n=-0.03,-0.06,0.09\) eV. Then

\[
\hbar v\,\mathcal A_x=\frac{-0.03-0.06}{2}-0.09=-0.135\ \text{eV},\qquad
\hbar v\,\mathcal A_y=\frac{\sqrt3}{2}\times0.03=0.026\ \text{eV}.
\]

Division by \(\hbar v\) gives \(\mathcal A=(-0.214,\,0.041)\ \text{nm}^{-1}\). The predicted node displacement is \((0.214,-0.041)\ \text{nm}^{-1}\) at \(K\) and the negative of this at \(K'=-K\).

Newton iteration for the zero of the full \(f(k)\), started at each valley point, gives

\[
q_D=\pm(0.219,-0.039)\ \text{nm}^{-1},
\]

with the upper sign at \(K\). The two displacements are opposite, as time reversal requires. The vector difference between the lattice and first-order results is 2.4 % of \(|\mathcal A|\). It comes from the second-order terms dropped in Section 2.

## 5. From a strain tensor to the hoppings

Let the hopping depend on bond length \(d\) alone, with \(\beta=-d\ln t/d\ln d\) at \(d=a\). For a uniform symmetric strain \(\varepsilon\), assume first that every bond vector becomes \((1+\varepsilon)\delta_n\). To first order its length is \(a+\delta_n\cdot\varepsilon\cdot\delta_n/a\), so

\[
\delta t_n=-\beta t\,\frac{\delta_n\cdot\varepsilon\cdot\delta_n}{a^2}.
\]

The three relative elongations are

\[
\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}\quad(n=1,2),\qquad \varepsilon_{yy}\quad(n=3).
\]

Insert them into the formulas for \(\mathcal A\):

\[
\hbar v\,\mathcal A_x=-\tfrac34\beta t(\varepsilon_{xx}-\varepsilon_{yy}),\qquad
\hbar v\,\mathcal A_y=\tfrac{\sqrt3}{2}\,\sqrt3\,\beta t\,\varepsilon_{xy}=\tfrac32\beta t\,\varepsilon_{xy}.
\]

Dividing by \(\hbar v=3ta/2\),

\[
\mathcal A=\frac{\beta}{2a}\left(-(\varepsilon_{xx}-\varepsilon_{yy}),\ 2\varepsilon_{xy}\right).
\]

Isotropic strain gives no \(\mathcal A\), because it changes all bonds equally.

**Sublattice relaxation.** The two sublattices may also move against each other by a vector \(w\), so that each bond becomes \((1+\varepsilon)\delta_n+w\). This adds \(-\beta t\,\delta_n\cdot w/a^2\) to \(\delta t_n\). With \(\sum_n\delta_{n,i}\delta_{n,j}=\tfrac32a^2\delta_{ij}\), where the last symbol is the Kronecker delta, the compact form gives an additional

\[
\Delta\mathcal A=-\frac{\beta}{a^2}\,\hat z\times w .
\]

The relation between \(\mathcal A\) and the hoppings is unchanged, but \(w\) has to come from a separate structural calculation. It is first order in the strain, so \(\Delta\mathcal A\) is of the same order as \(\mathcal A\) itself. If only bond stretching cost energy, minimising the sum of squared elongations over \(w\) would make their bond-weighted sum vanish, and by the compact form \(\mathcal A\) would cancel at first order. Bond-angle stiffness decides how much survives. Below \(w\) is set to zero, so the strain formula and its numbers describe a lattice without internal relaxation, not a relaxed sheet.

**Laboratory wavevectors.** The phase along a deformed bond is \(k_{\rm lab}\cdot(1+\varepsilon)\delta_n\). It equals \(k\cdot\delta_n\) if \(k=(1+\varepsilon)k_{\rm lab}\), so \(k_{\rm lab}\simeq k-\varepsilon k\). The node is therefore displaced from the original \(K_\xi\) by

\[
k_{\rm lab}-K_\xi\simeq-\xi\mathcal A-\varepsilon K_\xi .
\]

The last term is the motion of the zone corner. It is also odd in \(\xi\), but it is no source of pseudo-field. For a displacement field \(u\), the material phase \(K_\xi\cdot r\) becomes \(K_\xi\cdot(R-u)\) at laboratory position \(R\). The extra wavevector is \(-\nabla(K_\xi\cdot u)\), and a gradient has no curl.

**Numbers.** Take \(\beta=3\), \(\varepsilon_{xx}=0.010\), \(\varepsilon_{yy}=-0.002\) and \(\varepsilon_{xy}=0.003\). Then

\[
\mathcal A=\frac{3}{0.28}\,(-0.012,\,0.006)=(-0.129,\,0.064)\ \text{nm}^{-1}.
\]

For comparison, the hoppings were computed from the full deformed bond lengths with \(t(d)=t\exp[-\beta(d/a-1)]\), which gives \(2.960\), \(2.915\) and \(3.018\) eV. The zeros of the full \(f(k)\) then lie at \(\pm(0.131,-0.062)\ \text{nm}^{-1}\) from \(K\) and \(K'\) in material wavevectors.

In the laboratory the zone corner near \(K\) moves by \(-\varepsilon K=(-0.173,-0.052)\ \text{nm}^{-1}\), and the full node displacement is \((-0.0415,-0.1137)\ \text{nm}^{-1}\). The \(x\) component has changed sign relative to the material value. A measured node position must therefore have the zone-corner motion removed before \(\mathcal A\) is read from it.

## 6. Slowly varying strain and the pseudo-field

A uniform \(\mathcal A\) merely moves the nodes. A position-dependent one can produce Landau levels. Let \(\delta t_n\) vary slowly over \(a\), so that it does not scatter electrons between valleys, and write \(\psi_B(r)=e^{iK_\xi\cdot r}\varphi_B(r)\), and likewise for A. With \(\varphi_B(r+\delta_n)\simeq\varphi_B+\delta_n\cdot\nabla\varphi_B\), the algebra of Section 2 repeats with \(q\to-i\nabla\) and \(\mathcal A\to\mathcal A(r)\). The dropped terms contain second derivatives of \(\varphi\), products \(\delta t_n\nabla\varphi\), or derivatives of \(\delta t_n\).

The pseudo-field is the curl of \(\xi\hbar\mathcal A/e\):

\[
B_\xi=\xi\frac{\hbar}{e}\,b,\qquad b=\partial_x\mathcal A_y-\partial_y\mathcal A_x .
\]

**Levels.** Define \(\Pi=-i\nabla+\xi\mathcal A\) and \(D=\hbar v(\xi\Pi_x-i\Pi_y)\), the A–B element. Then \([\Pi_x,\Pi_y]=-i\xi b\), and

\[
DD^\dagger=(\hbar v)^2\left(\Pi^2+i\xi[\Pi_x,\Pi_y]\right)=(\hbar v)^2(\Pi^2+b),
\]

while \(D^\dagger D=(\hbar v)^2(\Pi^2-b)\). These operators give \(E^2\) on A and on B. The valley sign has cancelled.

For \(\mathcal A_x=gy\) and \(\mathcal A_y=0\), \(b=-g\) and

\[
\Pi^2=-\partial_y^2+g^2\left(y+\xi q_x/g\right)^2 .
\]

This is a harmonic oscillator with eigenvalues \(|b|(2m+1)\), \(m=0,1,2,\dots\). Hence

\[
|E_n|=\frac{\hbar v}{\ell}\sqrt{2n},\qquad \ell^{-2}=|b|,\quad n=0,1,2,\dots
\]

For \(b>0\), \(E^2=0\) occurs on B and not on A, in both valleys. For \(b<0\) it is on A in both.

In a real field \(B\), \(\xi b\) in the commutator is replaced by \(eB/\hbar\), and the shift on A becomes \(+\xi eB/\hbar\). The zero level then sits on opposite sublattices in the two valleys. With both fields uniform, the levels are

\[
|E_n|=\hbar v\sqrt{2n\left|eB/\hbar+\xi b\right|}.
\]

Equal strengths double the field in one valley and cancel it in the other, within this leading-order theory.

## 7. A ribbon with a graded hopping

Consider a ribbon along \(x\), 980 unit cells or 205.8 nm wide, with \(t_1=t_2=t\) and \(t_3(y)=t(1+\gamma y)\). Here \(y=0\) is the middle and \(\gamma=7.143\times10^{-4}\ \text{nm}^{-1}\), so \(t_3\) changes by about 7.3 % at the edges. These hoppings are prescribed directly, not derived from a relaxed structure, and "strain" below refers to them. The formulas give

\[
g=-\frac{2\gamma}{3a}=-3.401\times10^{-3}\ \text{nm}^{-2},\qquad
\ell=|g|^{-1/2}=17.15\ \text{nm},
\]

and \(B_\xi=\xi\hbar/(e\ell^2)=\pm2.24\) T, positive at \(K\). The first level is \(\sqrt2\times0.630/17.15\) eV, or 52.0 meV.

For fixed \(k_x\) the lattice problem reduces to a matrix \(M\) from B rows to A rows. Row \(j\) couples to B row \(j\) through \(-2t\cos(\sqrt3ak_x/2)\), the sum over bonds 1 and 2, and to B row \(j+1\) through \(-t_3(y)\). The singular values of \(M\) are \(|E|\), and its singular vectors are the amplitudes on A and B. At \(k_x=K_x\), a numerical singular value decomposition gives the following levels, in meV:

- formula: 52.0, 73.5, 90.0;
- lattice with graded hopping: 52.0, 73.5, 90.0;
- lattice with a real field of \(+2.24\) T, entered through hopping phases: 52.0, 73.5, 90.0.

All the lattice values lie within 0.01 meV of the formula. At this \(k_x\) the energies do not distinguish strain from a real field. At other \(k_x\) they differ slightly. The orbit centre then moves to \(y_0=-\xi q_x/g\), where the velocity along \(y\) is multiplied by \(t_3(y_0)/t=1+\gamma y_0\). Two kinds of dropped terms contribute to this change: the products \(\delta t_n\nabla\varphi\) give two thirds of it, and the second derivatives of \(\varphi\), through the term in \(q_xq_y\), give one third. Together they multiply the strain levels by about \(\sqrt{1+\gamma y_0}\). For \(y_0=-40\) and \(+40\) nm the first level is 51.2 and 52.7 meV in the strained lattice, but 52.0 meV at both places in the real field.

The sublattice of the zero level gives a clearer distinction. In the strained ribbon, the B vector of the lowest singular value has weight 1.0000 within \(3\ell\) of the middle in both valleys, and the A vector has weight 0.0000 there. In the real field the same holds at \(K\), but at \(K'\) the A vector is central and the B vector is not.

The lattice equations show why. At \(k_x=\pm K_x\) the first coupling is \(+t\) in both valleys, because the cosine is even. A zero mode on B obeys

\[
\psi_{B,j+1}=\frac{\psi_{B,j}}{1+\gamma y}.
\]

Its amplitude falls away from \(y=0\) on both sides. The row spacing is \(3a/2\), so for small \(\gamma y\) the profile is \(\exp[-\gamma y^2/(3a)]=\exp[-y^2/(2\ell^2)]\). On A the ratio is inverted, \(\psi_{A,j+1}=(1+\gamma y)\psi_{A,j}\). This solution has its minimum in the middle, so it gives no central mode. The A vector found numerically lies at the upper edge, where the outermost row is of type A. It is an edge state of the finite ribbon, not a Landau level.

In the real field \(t_3=t\), and the first coupling is \(t(1+\tfrac32\xi agy)\) to first order in \(y\). The B ratio is then \(1+\tfrac32\xi agy\). For \(g<0\) it gives a central B mode at \(K\) and a central A mode at \(K'\).

For use in a continuum code, \(\ell\gg a\) and \(|\delta t_n|\ll t\) must hold over the region the states occupy. An on-site energy of \(+m\) on A and \(-m\) on B adds \(m\sigma_z\). It puts the zero level at \(+m\) if it sits on A and at \(-m\) if on B, so strain alone places it at the same energy in both valleys, and a real field alone at opposite energies.
